# Heavy-Hole Berry Curvature and Chern Numbers in the Spherical Luttinger Model

## Definitions and conventions

Set $\hbar=m_0=1$ and count hole energies upward. Near the top of the valence band the spherical Luttinger Hamiltonian is

$$H(\mathbf k)=\tfrac12\Big[\big(\gamma_1+\tfrac52\gamma\big)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\Big],\qquad \gamma_1>2\gamma>0,$$

where $\mathbf J$ are the spin-3/2 matrices. Write $\mathbf k=k\mathbf n$, with polar angles $\theta,\varphi$ of $\mathbf n$. The helicity $\lambda$ is an eigenvalue of $\mathbf n\cdot\mathbf J$.

For a single state $|u\rangle$ the Berry connection, curvature and Chern number are

$$\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle,\qquad \boldsymbol\Omega=\nabla_{\mathbf k}\times\mathbf A,\qquad C=\frac1{2\pi}\oint\boldsymbol\Omega\cdot d\mathbf S,$$

with the normal pointing outward. The opposite sign convention for $\mathbf A$ would reverse the signs of $\boldsymbol\Omega$ and $C$, but not that of the velocity derived below.

The energy levels are doublets, so the connection within a level is a matrix, $(A_\mu)_{ab}=i\langle a|\partial_\mu b\rangle$. Let $P$ project on the level and let $Q=1-P$. The matrix curvature is

$$(F_{\mu\nu})_{ab}=i\langle\partial_\mu a|Q|\partial_\nu b\rangle-(\mu\leftrightarrow\nu).$$

If the basis is changed to $|b'\rangle=\sum_c|c\rangle V_{cb}$, then $Q|\partial_\nu b'\rangle=\sum_cQ|\partial_\nu c\rangle V_{cb}$, because $Q|c\rangle=0$. Hence $F'=V^\dagger FV$, and the eigenvalues of $F$ do not depend on the basis.

To express $F$ through $A$, put $Q=1-\sum_c|c\rangle\langle c|$. The unit operator gives $\partial_\mu A_\nu-\partial_\nu A_\mu$, since the second derivatives cancel. In the other part, $\langle\partial_\mu a|c\rangle=-\langle a|\partial_\mu c\rangle=i(A_\mu)_{ac}$ and $\langle c|\partial_\nu b\rangle=-i(A_\nu)_{cb}$, whose product is $(A_\mu A_\nu)_{ab}$ after summation. Therefore

$$F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu-i[A_\mu,A_\nu].$$

## Energy levels

$H$ is a function of $k^2$ and $\mathbf n\cdot\mathbf J$, so helicity states are eigenstates:

$$E_\lambda=\tfrac12k^2\big(\gamma_1+\tfrac52\gamma-2\gamma\lambda^2\big).$$

For $\lambda=\pm\frac32$ the terms in $\gamma$ add to $-2\gamma$; for $\lambda=\pm\frac12$ they add to $+2\gamma$. Thus

$$E_H=\frac{\gamma_1-2\gamma}{2}k^2,\qquad E_L=\frac{\gamma_1+2\gamma}{2}k^2,\qquad E_L-E_H=2\gamma k^2.$$

The masses are $m_H=1/(\gamma_1-2\gamma)$ and $m_L=1/(\gamma_1+2\gamma)$. The gap closes at $k=0$, which must be excluded from what follows.

## The connection of the helicity states

Rotating the eigenstates $|\lambda\rangle$ of $J_z$ gives

$$|\mathbf n,\lambda\rangle=U|\lambda\rangle,\qquad U=e^{-i\varphi J_z}e^{-i\theta J_y}.$$

These states do not depend on $k$, so $A_k=0$. The angular components are matrix elements of

$$iU^\dagger\partial_\theta U=J_y,\qquad iU^\dagger\partial_\varphi U=Z(\theta)\equiv e^{i\theta J_y}J_ze^{-i\theta J_y}.$$

Let $X(\theta)=e^{i\theta J_y}J_xe^{-i\theta J_y}$. From $[J_y,J_z]=iJ_x$ and $[J_y,J_x]=-iJ_z$ follow $Z'=-X$ and $X'=Z$. With $Z(0)=J_z$ and $X(0)=J_x$ the solution is $Z=\cos\theta\,J_z-\sin\theta\,J_x$. Within one level, then,

$$A_\theta=PJ_yP,\qquad A_\varphi=P(\cos\theta\,J_z-\sin\theta\,J_x)P,$$

where $P$ now selects the pair $|\pm\lambda\rangle$.

The operators $J_x$ and $J_y$ change $\lambda$ by one. The heavy-hole helicities differ by three, so neither operator has a matrix element within that pair:

$$A_\theta=0,\qquad A_\varphi=\lambda\cos\theta\quad\text{(diagonal, }\lambda=\pm\tfrac32).$$

Parallel transport within the heavy-hole level therefore multiplies each helicity state by a phase and does not mix the two.

## The curvature

The commutator of diagonal matrices vanishes, and

$$F_{\theta\varphi}=\partial_\theta A_\varphi=-\lambda\sin\theta.$$

This is the flux per $d\theta\,d\varphi$. The corresponding area is $k^2\sin\theta\,d\theta\,d\varphi$, with outward normal $\hat{\boldsymbol\theta}\times\hat{\boldsymbol\varphi}=\mathbf n$. The components $F_{k\theta}$ and $F_{k\varphi}$ vanish because nothing depends on $k$. Hence

$$\boxed{\boldsymbol\Omega_\lambda=-\lambda\frac{\mathbf k}{k^3},\qquad|\boldsymbol\Omega_{\pm3/2}|=\frac{3}{2k^2}}$$

The curvature points inward for $\lambda=+\frac32$ and outward for $\lambda=-\frac32$. It contains neither $\gamma_1$ nor $\gamma$, since rotations alone fix the states. The parameter $\gamma$ sets the gap, and with it how slowly $\mathbf k$ must change for the motion to stay within one level.

## The Chern numbers

When $\varphi$ grows by $2\pi$, $U$ changes sign, because $J_z$ has half-integer eigenvalues. Single-valued states are obtained with

$$|N\rangle=e^{i\lambda\varphi}|\mathbf n,\lambda\rangle,\qquad |S\rangle=e^{-i\lambda\varphi}|\mathbf n,\lambda\rangle.$$

A factor $e^{i\chi}$ adds $-\partial_\varphi\chi$ to $A_\varphi$, so

$$A^N_\varphi=\lambda(\cos\theta-1),\qquad A^S_\varphi=\lambda(\cos\theta+1).$$

The first is regular at the north pole and the second at the south pole. Apply Stokes' theorem to two caps meeting at polar angle $\theta_0$. The boundary of the southern cap runs toward decreasing $\varphi$, so the total flux is

$$2\pi\lambda(\cos\theta_0-1)-2\pi\lambda(\cos\theta_0+1)=-4\pi\lambda.$$

Dividing by $2\pi$,

$$\boxed{C_\lambda=-2\lambda,\qquad C_{+3/2}=-3,\quad C_{-3/2}=+3}$$

The integer is also visible in $|N\rangle=e^{2i\lambda\varphi}|S\rangle$: the phase joining the two gauges winds three times around the equator.

The surface need not be a sphere. For $k\ne0$,

$$\nabla\cdot\frac{\mathbf k}{k^3}=\frac3{k^3}-\frac{3k^2}{k^5}=0.$$

A closed surface surrounding $k=0$ once thus carries the same flux as a sphere, and one that leaves the origin outside carries none. The origin acts as a monopole of strength $-\lambda$.

## What the number three belongs to

The two Chern numbers add to zero, so $\pm3$ is not a property of the heavy-hole doublet as a whole. Nor does it belong to every state that can be chosen from the doublet. To see this, take the projector

$$P_H(\mathbf n)=\tfrac12\big[(\mathbf n\cdot\mathbf J)^2-\tfrac14\big],$$

which equals 1 for $\lambda^2=\frac94$ and 0 for $\lambda^2=\frac14$. It is smooth on the whole sphere. Project the fixed states $|m=\pm\frac32\rangle$ of $J_z$ with it.

A spin-3/2 state with $m=\pm\frac32$ is a product of three equal spin-1/2 states, so its rotation coefficients are cubes. With $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$,

$$\langle\tfrac32|\mathbf n,\tfrac32\rangle=c^3e^{-3i\varphi/2},\qquad \langle-\tfrac32|\mathbf n,\tfrac32\rangle=s^3e^{3i\varphi/2},$$
$$\langle\tfrac32|\mathbf n,-\tfrac32\rangle=-s^3e^{-3i\varphi/2},\qquad \langle-\tfrac32|\mathbf n,-\tfrac32\rangle=c^3e^{3i\varphi/2}.$$

The squared norm of either projected state is

$$c^6+s^6=(c^2+s^2)^3-3c^2s^2(c^2+s^2)=1-\tfrac34\sin^2\theta\ge\tfrac14,$$

and their overlap is

$$\langle-\tfrac32|P_H|\tfrac32\rangle=s^3c^3e^{3i\varphi}-c^3s^3e^{3i\varphi}=0.$$

After normalization they form a smooth basis of the doublet over the whole sphere. Each has a connection without singularities, so by Stokes' theorem each has $C=0$. These states mix the helicities; the numbers $\pm3$ found above belong to the states labelled by helicity.

A helicity splitting supplies that label through the energy. Add $\alpha\,\mathbf k\cdot\mathbf J$ to $H$. The eigenstates stay the same, while the energies become $E_\lambda+\alpha\lambda k$. The heavy and light pairs do not overlap at a given $k$ if $\frac32|\alpha|k+\frac12|\alpha|k<2\gamma k^2$, that is, if $|\alpha|<\gamma k$. On a surface where this holds and $\alpha\ne0$, four separate bands exist, and $C=\mp3$ are ordinary Chern numbers of the two heavy-hole bands. This splitting breaks inversion symmetry and serves here as a model term.

## The light holes as a contrast

A single light-hole helicity state obeys the same Abelian formula: $\boldsymbol\Omega=-\lambda\mathbf k/k^3$ and $C=\mp1$ for $\lambda=\pm\frac12$. Its matrix curvature is different, because $J_x$ and $J_y$ do connect $+\frac12$ with $-\frac12$. Since $\langle\frac12|J_+|-\frac12\rangle=2$, the projected operators are $J_x\to\sigma_x$, $J_y\to\sigma_y$, $J_z\to\frac12\sigma_z$, and

$$A_\theta=\sigma_y,\qquad A_\varphi=\tfrac12\cos\theta\,\sigma_z-\sin\theta\,\sigma_x.$$

With $[\sigma_y,\sigma_z]=2i\sigma_x$ and $[\sigma_y,\sigma_x]=-2i\sigma_z$,

$$-i[A_\theta,A_\varphi]=\cos\theta\,\sigma_x+2\sin\theta\,\sigma_z,$$
$$F_{\theta\varphi}=-\tfrac12\sin\theta\,\sigma_z-\cos\theta\,\sigma_x+\cos\theta\,\sigma_x+2\sin\theta\,\sigma_z=\tfrac32\sin\theta\,\sigma_z.$$

The radial matrix curvature is thus $+3/(2k^2)$ for $\lambda=+\frac12$ and $-3/(2k^2)$ for $\lambda=-\frac12$. Its magnitude equals that of the heavy holes, but here it is not the curl of the helicity state's own connection, which is $-\lambda\mathbf k/k^3$.

Transport shows the difference. For $|\psi\rangle=\sum_bc_b|b\rangle$ the condition $P\partial_\varphi|\psi\rangle=0$ reads $\partial_\varphi c=iA_\varphi c$. Around a circle of latitude $A_\varphi$ is constant, so $c(2\pi)=e^{2\pi iA_\varphi}c(0)$, and the probability of a helicity flip is

$$\frac{\sin^2\theta}{\omega^2}\sin^2(2\pi\omega),\qquad \omega^2=\tfrac14\cos^2\theta+\sin^2\theta.$$

At $\theta=1$ rad it is 0.40 for a light hole. For a heavy hole it is zero.

## Motion under a slow force

Let a uniform force, switched on slowly compared with the time $1/(E_L-E_H)$, give $\dot{\mathbf k}=\mathbf f$. Start in a heavy-hole state $|a\rangle$ that follows parallel transport, and write

$$|\psi\rangle=e^{-i\int E_Hdt}\Big(|a\rangle+\sum_nc_n|n\rangle\Big),$$

where $n$ runs over the light holes. Because the force changes slowly, $\dot c_n$ can be neglected. To first order in $f$, the $n$ component of the Schrödinger equation is then $E_Hc_n+i\langle n|\dot a\rangle=E_Lc_n$, so

$$c_n=\frac{i\langle n|\dot a\rangle}{E_L-E_H}.$$

The velocity is $\langle\partial_\mu H\rangle$. Differentiating $H|n\rangle=E_L|n\rangle$ and projecting on $\langle a|$ gives $\langle a|\partial_\mu H|n\rangle=(E_L-E_H)\langle a|\partial_\mu n\rangle=-(E_L-E_H)\langle\partial_\mu a|n\rangle$. The energy differences cancel:

$$v_\mu=\partial_\mu E_H-\sum_\nu\big[i\langle\partial_\mu a|Q|\partial_\nu a\rangle+\text{c.c.}\big]f_\nu=\partial_\mu E_H-\sum_\nu F_{\mu\nu}f_\nu.$$

Here $F_{\mu\nu}$ is the diagonal element for $|a\rangle$. For definite helicity it equals $\sum_\rho\epsilon_{\mu\nu\rho}\Omega_\rho$, so

$$\mathbf v=\nabla_{\mathbf k}E_H-\mathbf f\times\boldsymbol\Omega=\frac{\mathbf k}{m_H}+\lambda\frac{\mathbf f\times\mathbf k}{k^3}.$$

The second term is perpendicular to both force and wavevector and opposite for the two helicities. With equal populations it cancels in the charge current at each $\mathbf k$.

The result needs $|c_n|\ll1$. A force perpendicular to $\mathbf k$ turns $\mathbf n$ at the rate $f/k$, and $|\langle\frac12|J_y|\frac32\rangle|=\sqrt3/2$, so

$$|c|=\frac{\sqrt3}{2}\,\frac{f}{k}\,\frac1{2\gamma k^2}.$$

It grows as $k^{-3}$. Close to $k=0$ the description by a single level fails, and the divergence of $\boldsymbol\Omega$ does not imply an unbounded velocity.

## An example in the regime of p-type germanium

Germanium has inversion and time-reversal symmetry, so its heavy-hole level is a true doublet. Take as model inputs, chosen near germanium and not meant as measured values, $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, a hole density $p=10^{18}\ \mathrm{cm^{-3}}$, a mobility $\mu=1000\ \mathrm{cm^2/Vs}$, a field $\mathcal E=10$ V/cm and a temperature of 4.2 K.

In a cubic crystal, two of the five traceless quadratic forms in $\mathbf k$ carry $\gamma_2$ and three carry $\gamma_3$. Their rotational average is

$$\gamma=\frac{2\gamma_2+3\gamma_3}{5}=\frac{8.4+17.1}{5}=5.10.$$

Then $m_H=1/3.2=0.3125$ and $m_L=1/23.6=0.0424$ in units of $m_0$.

Each doublet filled to radius $q$ holds $q^3/(3\pi^2)$ holes per volume. At a common Fermi energy $q\propto\sqrt m$, so the heavy-hole Fermi wavevector is

$$k_F=\left[\frac{3\pi^2p}{1+(m_L/m_H)^{3/2}}\right]^{1/3}=\left[\frac{0.0296\ \mathrm{nm^{-3}}}{1.050}\right]^{1/3}=0.304\ \mathrm{nm^{-1}}.$$

The Fermi energy $\hbar^2k_F^2/(2m_H)$ is 11.3 meV, and the gap to the light holes at $k_F$ is $4\gamma m_H/m_0=6.4$ times larger, 72 meV. The curvature has magnitude

$$|\boldsymbol\Omega|=\frac{1.5}{(0.3044\ \mathrm{nm^{-1}})^2}\approx16\ \mathrm{nm^2}\quad(5.8\times10^3\ \text{bohr}^2).$$

For a particle of charge $+e$ at $k=k_F$ with $\mathbf k$ perpendicular to the field, the anomalous speed is

$$\frac{e\mathcal E}{\hbar}|\boldsymbol\Omega|=(1.52\times10^{18}\ \mathrm{m^{-1}s^{-1}})(16.2\times10^{-18}\ \mathrm{m^2})\approx25\ \mathrm{m/s}.$$

The drift velocity $\mu\mathcal E$ is 100 m/s and the heavy-hole Fermi velocity is $1.1\times10^5$ m/s. The anomalous speed belongs to one wavevector and one helicity, the drift velocity to the average over all holes.

## What the spherical model leaves out

**Warping.** With $\gamma_2\neq\gamma_3$ the Hamiltonian is

$$H_c=\tfrac12\Big[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2\sum_ik_i^2J_i^2-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)\Big].$$

Along [100]-type axes the curvature follows directly. At $\mathbf k=k\hat{\mathbf z}$ the derivative $\partial_xH_c=-\gamma_3k(J_xJ_z+J_zJ_x)$ couples heavy to light holes in proportion to $\gamma_3$, and likewise for $y$, while the gap is $2\gamma_2k^2$. The curvature contains two couplings over the gap squared, so the spherical value is multiplied by $(\gamma_3/\gamma_2)^2$: $k^2|\boldsymbol\Omega|=1.5\times1.84=2.76$.

For other directions $F_{\mu\nu}=iP[\partial_\mu P,\partial_\nu P]P$ was evaluated with finite differences of the numerical projector. The magnitude of its radial eigenvalues, times $k^2$, is 1.25 along [110] and 1.04 along [111]. At fixed $k$ these three directions thus lie 84% above, 17% below and 30% below the spherical value. The average over directions, by Gauss–Legendre quadrature in $\cos\theta$ and a uniform mesh in $\varphi$, is 1.51; refining the mesh from $16\times32$ to $24\times48$ points moves it by $3\times10^{-7}$. For these parameters the spherical model gives a good mean and a poor local value. Helicity is no longer exactly conserved, but the integers survive. For these parameters $\mathbf n\cdot\mathbf J$ projected on the heavy-hole doublet keeps eigenvalues of magnitude 1.49 to 1.50 in every direction sampled, so its sign still splits the doublet. With $\alpha\,\mathbf k\cdot\mathbf J$ added to $H_c$ ($\alpha=0.05$ and $0.3$ at $k=1$) the four bands stay separate and the two heavy-hole bands again have $C=\mp3$. Warping redistributes the curvature over directions without changing these integers.

**Split-off band.** Couple orbital $L=1$ to spin $\frac12$ and keep spherical symmetry. Helicity $\pm\frac32$ then occurs once each, only in $J=\frac32$, so the heavy-hole states and their curvature are unchanged. The light holes do mix with the split-off band. Diagonalizing

$$H_6=\tfrac12[(\gamma_1+4\gamma)k^2-6\gamma(\mathbf k\cdot\mathbf L)^2]-\tfrac23\Delta(\mathbf L\cdot\mathbf S-\tfrac12)$$

with a rough $\Delta=0.29$ eV lowers the light-hole energy at $k_F$ from 83 to 73 meV, and the radial part of its matrix curvature, from projector differences, falls from $1.50/k^2$ to $1.29/k^2$. The light-hole states now depend on $k$, so transverse components of about $0.22/k^2$ also appear.

**Temperature and scattering.** At 4.2 K, $k_BT$ is 3% of the Fermi energy, so values at $k_F$ describe the holes at the Fermi surface. They are not averages over all holes: the mean of $1/k^2$ over a filled sphere is $3/k_F^2$. At 300 K, $k_BT$ is 2.3 times the Fermi energy; the holes are no longer degenerate, and $k_F$ no longer marks a sharp Fermi surface. If the mobility time $\tau=\mu m_H/e=0.18$ ps is taken as the lifetime, $\hbar/\tau=3.7$ meV. This is 5% of the gap but 33% of the Fermi energy. Since $|\boldsymbol\Omega|\propto1/E_H$, an energy spread of full width $\hbar/\tau$ centred on the Fermi level covers curvatures from about 14% below to 20% above the value at its centre.

**Field.** The light-hole amplitude is $4\times10^{-5}$ at $k_F$. By its $k^{-3}$ growth it reaches 0.1 near $0.07\,k_F$ and one near $0.034\,k_F$, so the field alone breaks adiabatic following only in a small region around the origin. Scattering sets a wider limit: the gap falls below $\hbar/\tau$ for $k<0.23\,k_F$. The energy gained per hole, $e\mu\mathcal E^2t$, is 0.10 meV in 1 ns, against $k_BT=0.36$ meV. Whether the holes stay cold depends on how fast they lose energy to the lattice.

Of the effects sized here at 4.2 K, the largest change of the local heavy-hole curvature is that from warping along [100]. At the Fermi level of $H_c$ for the same density the contrast between directions is larger still, because the heavy-hole Fermi wavevector grows from 0.23 nm$^{-1}$ along [100] to 0.37 nm$^{-1}$ along [111]. The curvature there is about 51, 12 and 7.7 nm$^2$ along [100], [110] and [111], against 16 nm$^2$ in the spherical model. A prediction for a particular direction in germanium therefore needs $H_c$, together with its direction-dependent Fermi wavevector, which the percentages above do not include. Once warping is present, the split-off band also affects the heavy holes: take $H_6$ with the kinetic part $\tfrac12[(\gamma_1+4\gamma_2)k^2-6\gamma_2\sum_ik_i^2L_i^2-6\gamma_3\sum_{i<j}k_ik_j(L_iL_j+L_jL_i)]$ and $\Delta=0.29$ eV. At the same density this adds transverse components of order 1 nm$^2$ along [110] and changes the three radial curvatures at the Fermi level by about +1%, −5% and +3% along [100], [110] and [111].

All numerical values are calculated from the stated model.
